\section*{Why structure functions blur deep package layers, and by how much}

\section{Definitions and conventions}

A constant power $P$ is switched on at the junction at $t=0$. The junction then warms by $P\,a(t)$, where $a$ is the heating curve per unit power. The heat path is modelled as a linear ladder with nodes $i=1,\dots,N$. Node $i$ has heat capacity $C_i$, and a thermal resistance $R_i$ joins it to node $i+1$. Node $N+1$ is ambient, at zero temperature rise.

The algebra uses atomic units with $k_B=1$. Temperature is then an energy, heat capacity a pure number and thermal resistance a time. No physical constant appears in the equations, so they hold in any consistent units. Numbers are given in eV, \AA, s and K.

The structure function plots the capacity $C_\Sigma$ summed from the junction against the summed resistance $R_\Sigma$. Its slope is the differential structure function $K=dC_\Sigma/dR_\Sigma$. A path with resistance $r$ and capacity $c$ per unit length has $K=c/r$, and its depth is $x=R_\Sigma/r$. In the coordinate $R_\Sigma$ the heat equation for the Laplace-transformed temperature $V$ is $V''=sKV$, so the response depends on the material through $K(R_\Sigma)$. Below, $r$ is held fixed and a weak change of $K$ is written as $\delta K=\delta c/r$.

\section{A perfect heating curve fixes the ladder}

A mode decaying as $e^{-\lambda_k t}$ has node temperatures $\phi_k(i)$ and heat fluxes $J_k(i)$ obeying
\begin{align}
J_k(i)&=\frac{\phi_k(i)-\phi_k(i+1)}{R_i},\\
\lambda_k C_i\phi_k(i)&=J_k(i)-J_k(i-1),\qquad J_k(0)=0 .
\end{align}
The modes are normalized by $\sum_i C_i\phi_k(i)\phi_l(i)=\delta_{kl}$. Writing the temperatures as $\sum_k b_k(t)\phi_k(i)$, unit power at node 1 gives $\dot b_k=-\lambda_k b_k+\phi_k(1)$. Hence $b_k=\phi_k(1)(1-e^{-\lambda_kt})/\lambda_k$, and
\begin{equation}
a(t)=\sum_k\rho_k\left(1-e^{-t/\tau_k}\right),\quad
\rho_k=\frac{\phi_k(1)^2}{\lambda_k},\quad \tau_k=\frac1{\lambda_k}.
\end{equation}

No mode is invisible at the junction: if $\phi_k(1)=0$, then $J_k(1)=0$, so $\phi_k(2)=0$, and so on down the ladder. Two modes cannot share a decay rate either, since a combination of them would vanish at node 1. A noise-free curve therefore supplies every $\lambda_k$ and $\rho_k$.

The elements follow from two sum rules. Normalization says that the square matrix $\sqrt{C_i}\,\phi_k(i)$ is orthogonal, so $\sum_k\phi_k(i)^2=1/C_i$. For the fluxes, summation by parts gives
\begin{align}
\sum_iR_iJ_k(i)J_l(i)
&=\sum_i[\phi_k(i)-\phi_k(i+1)]J_l(i)\nonumber\\
&=\sum_i\phi_k(i)[J_l(i)-J_l(i-1)]=\lambda_l\delta_{kl}.
\end{align}
Thus $\sqrt{R_i/\lambda_k}\,J_k(i)$ is also orthogonal, and $\sum_kJ_k(i)^2/\lambda_k=1/R_i$. Starting from $\phi_k(1)=\sqrt{\rho_k\lambda_k}$, one finds $C_1$ from the first rule, $J_k(1)=\lambda_kC_1\phi_k(1)$ from the mode equation, $R_1$ from the second rule, and $\phi_k(2)=\phi_k(1)-R_1J_k(1)$. Repetition gives the whole ladder. In a six-node test the elements came back with a largest relative error of $4\times10^{-14}$.

Two different ladders of this form therefore never have identical heating curves. The difficulty is that their curves can differ by far less than the noise.

\section{What deconvolution does to noise}

Let $z=\ln t$ and $\zeta=\ln\tau$, and let $\rho(\zeta)$ be the resistance per unit $\zeta$. Then
\begin{align}
a(z)&=\int\rho(\zeta)\left[1-\exp(-e^{z-\zeta})\right]d\zeta,\\
\frac{da}{dz}&=\int\rho(\zeta)\,w(z-\zeta)\,d\zeta,\qquad w(v)=e^{v-e^v}.
\end{align}
A convolution multiplies each Fourier component by a gain. With $u=e^v$,
\begin{equation}
\hat w(\omega)=\int w(v)e^{-i\omega v}dv=\int_0^\infty u^{-i\omega}e^{-u}du=\Gamma(1-i\omega).
\end{equation}
Using $\Gamma(1+i\omega)=i\omega\Gamma(i\omega)$ and the reflection formula,
\begin{equation}
|\hat w|^2=i\omega\,\Gamma(i\omega)\Gamma(1-i\omega)
=\frac{i\omega\pi}{\sin(i\pi\omega)}=\frac{\pi\omega}{\sinh\pi\omega}.
\end{equation}
Broad features, with $\omega\to0$, pass with unit gain. Fine ones are suppressed as $\sqrt{2\pi\omega}\,e^{-\pi\omega/2}$. The gain is 0.52 at $\omega=1$, 0.039 at $\omega=3$ and 0.0022 at $\omega=5$. Deconvolution divides by these numbers.

Logarithmic time is not the cause. A ripple of amplitude $\varepsilon$ and frequency $\omega$ in $\rho$, extending over many periods, changes $a$ by a ripple of amplitude $\varepsilon|\hat w|/\omega$. That temperature change is equally small on any time axis. The cause is the smoothness of exponential relaxation; the logarithm turns it into a convolution and makes the loss readable. The sampling grid does affect how noise is distributed over $\omega$.

Suppose the temperature samples are spaced by $\delta$ in $z$ and carry independent errors of variance $\sigma^2$. Their spectral density is $\sigma^2\delta$, because its integral over $|\omega|<\pi/\delta$, divided by $2\pi$, must return $\sigma^2$. The recovered spectrum is $i\omega/\hat w$ times the transform of the data. If it is cut off at $|\omega|=\Omega$, its noise variance is
\begin{align}
\sigma_\rho^2&=\frac{\sigma^2\delta}{2\pi}\int_{-\Omega}^{\Omega}\frac{\omega^2}{|\hat w|^2}d\omega
=\frac{\sigma^2\delta}{\pi^2}\int_0^\Omega\omega\sinh(\pi\omega)\,d\omega\nonumber\\
&=\frac{\sigma^2\delta}{\pi^2}\left[\frac{\Omega\cosh\pi\Omega}{\pi}-\frac{\sinh\pi\Omega}{\pi^2}\right].
\end{align}
Here $\sigma_\rho$ refers to the spectrum multiplied by $P$, in K per unit $\ln\tau$.

The cutoff also sets the resolution. A single time constant carrying a temperature rise $\theta$ appears as $\theta\sin(\Omega v)/(\pi v)$, where $v$ is the distance in $\ln\tau$. Its height is $\theta\Omega/\pi$ and its full width at half height is $3.79/\Omega$. Let the height be required to equal $m\sigma_\rho$. For $\pi\Omega\gg1$ the bracket above is about $\Omega e^{\pi\Omega}/(2\pi)$, which gives
\begin{equation}
\Omega\simeq\frac2\pi\ln\left[\frac{\theta}{m\sigma}\sqrt{\frac{2\pi\Omega}{\delta}}\right].
\label{eq:cutoff}
\end{equation}
Resolution thus improves only logarithmically with signal-to-noise ratio.

\section{Why depth matters}

The width just found is the same at every $\ln\tau$. To see why it harms deep layers more, write the Laplace-transformed heat balance as $YT=e_1$, with $Y$ symmetric and $e_1$ selecting the junction. The impedance is $Z=e_1^{T}Y^{-1}e_1$. A change $\delta C_i$ adds $s\,\delta C_i$ to the $i$th diagonal element of $Y$. Since $\delta(Y^{-1})=-Y^{-1}\delta Y\,Y^{-1}$ to first order,
\begin{equation}
\delta Z=-s\,V_i^2\,\delta C_i,
\label{eq:sens}
\end{equation}
where $V_i$ is the temperature at node $i$ for unit power at the junction. It enters squared because the heat must reach the layer and the effect must return.

For a long uniform path, $V''=srcV$ and $-V'(0)/r=1$. With $D=1/(rc)$ the decaying solution is
\begin{equation}
V=\sqrt{\frac{r}{sc}}\;e^{-x\sqrt{s/D}} .
\end{equation}
Inserting it in Eq.~(\ref{eq:sens}) and summing over depth gives
\begin{equation}
\delta Z(s)=-\frac rc\int_0^\infty\delta c(x)\,e^{-2x\sqrt{s/D}}dx .
\label{eq:dz}
\end{equation}
The step response is the inverse transform of $\delta Z/s$. Because $e^{-\kappa\sqrt s}/s$ transforms back to $\mathrm{erfc}[\kappa/(2\sqrt t)]$, here with $\kappa=2x/\sqrt D$,
\begin{equation}
\delta a(t)=-\frac rc\int_0^\infty\delta c(x)\,\mathrm{erfc}\left(\frac{x}{\sqrt{Dt}}\right)dx .
\label{eq:da}
\end{equation}
Added capacity lowers the heating curve once heat has reached it, which explains the sign.

\subsection{Moving a layer}

Let a thin sheet of extra capacity $q$ move from $x$ to $x+\Delta$, with $\Delta\ll x$. With $u=x/\sqrt{Dt}$, expansion of Eq.~(\ref{eq:da}) gives
\begin{equation}
\delta a\simeq\frac{2}{\sqrt\pi}\,\frac{rq}{c}\,\frac{\Delta}{x}\,u e^{-u^2}.
\end{equation}
The function $ue^{-u^2}$ peaks at $u^2=1/2$, where it equals $1/\sqrt{2e}$. Therefore
\begin{equation}
\delta a_{\max}\simeq\sqrt{\frac{2}{\pi e}}\;\frac{rq}{c}\,\frac{\Delta}{x},
\qquad t_{\max}=\frac{2x^2}{D}.
\label{eq:move}
\end{equation}
At fixed noise per sample, with samples evenly spaced in $\ln t$, the smallest detectable displacement grows in proportion to depth. With samples evenly spaced in $t$, the number of samples under the signal grows as $x^2$ and the penalty is much weaker: for the model path below, a fourfold depth then lowers the summed signal-to-noise ratio by a factor of about 1.5 instead of 4.2.

\subsection{Rearranging fine layers}

For a change $\delta c$ confined near depth $x$, let $\xi$ be the distance from $x$ and $M_n=\int\delta c\,\xi^n d\xi$. Taylor expansion of Eq.~(\ref{eq:da}) gives
\begin{equation}
\delta a=-\frac rc\sum_n\frac{M_n}{n!\,x^n}\,u^n\frac{d^n}{du^n}\mathrm{erfc}(u).
\end{equation}
If the first nonzero moment is $M_n$, the leading signal falls as $x^{-n}$. Eight equal layers with capacity changes in the order $+--+-++-$ have $M_0=M_1=M_2=0$, so their first-order signal falls as $x^{-3}$. The term of second order in $\delta c$ falls only as $x^{-2}$ and dominates the difference from the plain path at large depth; it cancels between two stacks that differ by exchanging $+$ and $-$. This is how clearly different ladders come to have nearly identical transients.

\subsection{Fitting the ladder directly}

One might skip the time-constant spectrum and fit the depth profile to the data. Let $y=\ln x$ and let $\mu(y)=x\,\delta c(x)$ be the extra capacity per unit $y$. Since $du/dz=-u/2$, differentiating Eq.~(\ref{eq:da}) gives
\begin{equation}
\frac{d\,\delta a}{dz}=-\frac rc\int\mu(y)\,\frac{u e^{-u^2}}{\sqrt\pi}\,dy,
\qquad \ln u=y-\frac{z+\ln D}{2}.
\end{equation}
For a ripple of frequency $\nu$ in $y$, the substitution $p=u^2$ turns the transform of the kernel into $\Gamma[(1+i\nu)/2]/(2\sqrt\pi)$. The reflection formula gives $|\Gamma(\tfrac12+\tfrac{i\nu}{2})|^2=\pi/\cosh(\pi\nu/2)$, so the gain is
\begin{equation}
G(\nu)=\frac{1}{2\sqrt{\cosh(\pi\nu/2)}} .
\end{equation}
The ripple appears in $z$ at $\omega=\nu/2$, where $G\to e^{-\pi\omega/2}/\sqrt2$ for large $\omega$. This is the same exponential loss as in the spectrum. At $\omega=5$ the gain is $2.7\times10^{-4}$. An unrestricted fit therefore does not escape the instability. Quadrature tests confirm both gain formulas at $\omega=1$, 3 and 5.

\subsection{From blurred spectrum to blurred depth}

Let deconvolution replace $\rho(\zeta)$ by $\int g(\eta)\rho(\zeta-\eta)d\eta$, where $g$ has unit area. Each $\tau$ is spread over $\tau e^{\eta}$. Since $Z(s)=\sum_k\rho_k/(1+s\tau_k)$, the blurred impedance is $\int g(\eta)Z(se^\eta)d\eta$. In Eq.~(\ref{eq:dz}), replacing $s$ by $se^\eta$ has the same effect as replacing $x$ by $xe^{\eta/2}$, so the apparent profile is
\begin{equation}
\tilde\mu(y)=\int g(\eta)\,\mu(y-\eta/2)\,d\eta .
\label{eq:half}
\end{equation}
A blur in $\ln\tau$ becomes half that blur in $\ln x$. A constant width in $\ln x$ is a width in $x$ proportional to $x$.

The background $Z_0=\sqrt{r/(sc)}$ is also multiplied by $B=\int g\,e^{-\eta/2}d\eta$. For a Gaussian of standard deviation $S$, $B=e^{S^2/8}$, which is 1.014 for the blur used below. The resulting shifts of a few per cent in depth and height are neglected here.

A thin sheet at $x_0$ becomes, with $\beta=S/2$,
\begin{equation}
\delta\tilde c(x)=\frac{q}{\sqrt{2\pi}\,\beta x}
\exp\left[-\frac{\ln^2(x/x_0)}{2\beta^2}\right].
\end{equation}
Including the factor $1/x$, the exponent is $-\ln x_0-y'-y'^2/(2\beta^2)$ with $y'=\ln(x/x_0)$. Completing the square puts the peak at $y'=-\beta^2$ and the half-height points at $y'=-\beta^2\pm\beta\sqrt{2\ln2}$. The full width is
\begin{equation}
W=2x_0e^{-\beta^2}\sinh\left(\beta\sqrt{2\ln2}\right),
\label{eq:width}
\end{equation}
while the height is proportional to $q/x_0$.

\section{How large the effect is}

The model path is $8\times10^7$ \AA\ long, with $r=1.667\times10^{-27}$ K\,s/(eV\,\AA) and $D=6\times10^{15}$ \AA$^2$/s. It is divided into 800 cells. Its total resistance is $1.333\times10^{-19}$ K\,s/eV (0.832 K/W), and a power of $3\times10^{20}$ eV/s heats the junction by 40 K. The noise is $\sigma=0.005$ K per sample, with $\delta=0.05$. These are round model parameters. The computed values are listed in the numerical output.

\textbf{Spectrum.} A line carrying 4 K is required to stand ten times above the noise. The full variance formula gives $\Omega=4.85$. The line height is $4\times4.85/\pi=6.18$ K and the noise 0.618 K; random trials give 0.614 K. The line width is $3.79/4.85=0.78$ in $\ln\tau$, a factor of 2.2 in $\tau$. Tenfold lower noise raises $\Omega$ to 6.40 and narrows the line to 0.59, still a factor of 1.8. With independent errors, that reduction takes 100 averaged repeats.

\textbf{One moved sheet.} The sheet holds as much heat as $2\times10^5$ \AA\ of path and moves by $10^6$ \AA. At a mean depth of $4\times10^6$ \AA, Eq.~(\ref{eq:move}) gives
\begin{equation}
P\,\delta a_{\max}=0.484\times(5\times10^{-7})\times(2\times10^5)\times0.25\ \mathrm K=0.0121\ \mathrm K,
\end{equation}
where $Pr=5\times10^{-7}$ K/\AA. The full ladder gives 0.0118 K. At four times the depth the values are 0.0030 K from both, now below the noise of one sample.

That does not make the deep displacement undetectable. To decide between two known curves that differ by $d_j$ at sample $j$, weight the data by $d_j$. The two expected results differ by $\sum_jd_j^2$, with standard error $\sigma(\sum_jd_j^2)^{1/2}$. The summed signal-to-noise ratio is thus $(\sum_jd_j^2)^{1/2}/\sigma$. It is 17 for the shallow sheet and 4.2 for the deep one. Two specified positions can be told apart even where a single sample shows nothing, provided everything else is known exactly. If the gain, a temperature offset, $D$ and $q$ must be fitted as well, the two ratios drop to 8.7 and 2.0.

\textbf{Two stacks.} Now take eight layers, each $4\times10^5$ \AA\ thick, with capacities $1.5c$ and $0.5c$ in the order given above, and exchange high with low. Every layer changes by a factor of three. At $4\times10^6$ \AA\ the largest temperature difference is 0.0049 K and the summed ratio is 4.7. At $1.6\times10^7$ \AA\ they are $7.5\times10^{-5}$ K and 0.068. The temperature difference falls by a factor of 66. On the ladder the stack centres lie half a cell above the nominal depths, at $3.95\times10^6$ and $1.595\times10^7$ \AA, for which the third-moment law gives $(1.595/0.395)^3=66$. On a continuous path with centres at the nominal depths the shallow values are 0.0047 K and 4.5, and the factor is $4^3=64$. A summed ratio of 3 at the deep position would need about $(3/0.068)^2\approx2000$ averaged repeats.

\textbf{Structure functions.} The noise-free spectra of the path with one sheet were blurred by a Gaussian with the half-height width found above, $S=0.332$, and converted to ladders. A Gaussian keeps all resistances positive, which a sharp cutoff need not do. It serves here only to show the effect of a given width: it passes more of the high frequencies than the sharp cutoff, and at the stated noise it could not be used to deconvolve a measured curve. The sheet's own mark in the spectrum is also far weaker than the 4 K test line. At the cutoff found above it stays below 0.09 K for $\tau<0.01$ s, and reaches 0.56 K (shallow sheet) and 0.48 K (deep sheet) beside the slowest line of the path, which it shifts; the noise is 0.618 K. The bumps below therefore show how depth is blurred, not what one measurement would reveal. The path without the sheet was treated in the same way and subtracted. Equation~(\ref{eq:width}), with $\beta=0.166$, predicts a bump of width $0.38x_0$.

\begin{center}
\begin{tabular}{lll}
Depth (\AA) & Width (\AA) & Predicted (\AA)\\
$4\times10^6$ & $1.49\times10^6$ & $1.53\times10^6$\\
$1.6\times10^7$ & $6.21\times10^6$ & $6.12\times10^6$
\end{tabular}
\end{center}

The extra capacity sits in a single cell of $10^5$ \AA, yet it appears 0.15 mm wide at the shallow position and 0.62 mm wide at the deep one. The height falls from 12\% to 2.9\% of the background. Width and inverse height both grow by about 4.2 for a fourfold depth. These values use a spectrum sampled at spacing 0.12 in $\ln\tau$; at spacing 0.03 the widths fall by about 1\% to $1.47\times10^6$ and $6.12\times10^6$ \AA, the deep height is 3.0\%, and the two factors are 4.16 and 4.13. The cause of the small excess over 4 was not analysed.

\section{Where the estimates fail}

Equations (\ref{eq:dz}) to (\ref{eq:width}) assume weak changes on a nearly uniform path whose end is distant. With strong contrasts, Eq.~(\ref{eq:sens}) still gives the first-order effect of a further small change, but $V_i$ must be computed for the actual path.

A near end is a useful second limit. For a uniform path of length $L$ held at ambient at its far end, slow heating gives $V=r(L-x)$, and to first order in $s$
\begin{equation}
\delta Z\simeq-s\,r^2\int_0^L\delta c(x)\,(L-x)^2dx .
\end{equation}
At this order the slow response contains one weighted sum of the profile, not its shape. Capacity next to ambient hardly contributes, because its temperature hardly changes.

Lateral spreading, temperature-dependent materials and correlated noise lie outside the model. Drift deserves particular care: averaging repeats does not remove an error common to all of them.

\section{What to do about it}

\begin{enumerate}
\item State the resolution with the structure function. On a nearly uniform path, find the line width in $\ln\tau$ from the noise and cutoff, halve it, and multiply by depth. Here this gives $0.39x$ for a line carrying 4 K, near the computed bump widths. That cutoff is too high for the depth profile of this path: to first order its noise is then 2.3 times the background $K$ at $4\times10^6$ \AA\ and 0.58 times at $1.6\times10^7$ \AA. Holding the noise to 10\% of $K$ gives widths of $0.60x$ and $0.49x$, and the sheet's bump stands ten times above the noise only at a width of 1.1 in $\ln x$. Weaker features need a lower cutoff and are blurred more. Where $K$ changes strongly with depth, as with heat spreading or strong material contrasts, the factor of one half does not hold and the blur must be computed for the actual path. Features narrower than this should not be read as separate layers.
\item Use Eq.~(\ref{eq:cutoff}) before investing in lower noise. Tenfold lower noise narrowed the line by only about a quarter.
\item Compare candidate packages through their heating curves. Compute the difference between the two predicted transients and its summed signal-to-noise ratio. If the ratio is well below one, the measurement cannot choose between them, however different their structure functions look.
\item Fix what is known independently, such as layer order, thicknesses or capacities, and fit the few remaining quantities. The moved sheet shows why this helps: one specified alternative can be tested at a depth where a free profile is badly blurred. The answer is then conditional on the fixed values.
\item If the far face is accessible, heat it and record its temperature there. The depth in Eq.~(\ref{eq:move}) is measured from the heated face, so a layer deep below the junction may be shallow from the other side. The estimate carries over if the path is nearly uniform and its new far end is distant.
\end{enumerate}

\section*{Computed results}
\begin{verbatim}
conductivity 6e+10 eV/(s A K)
volumetric capacity 1e-05 eV/(A^3 K)
area 1e+16 A^2; length 8e+07 A; cells 800
r 1.667e-27 K s/(eV A); c 1e+11 eV/(K A)
diffusivity 6e+15 A^2/s; power 3e+20 eV/s
total resistance 1.333e-19 K s/eV
total resistance converted 0.8322 K/W
total rise 40.000 K; noise per sample 0.0050 K
sample spacing in ln t 0.050; samples 323
six-node ladder recovery, largest rel. error 4.0e-14
omega 1: spectrum gain 5.2156e-01, depth gain at nu=2 omega 1.4686e-01
omega 3: spectrum gain 3.9002e-02, depth gain at nu=2 omega 6.3521e-03
omega 5: spectrum gain 2.1759e-03, depth gain at nu=2 omega 2.7450e-04
test line 4.000 K; required peak/noise 10
cutoff omega 4.853; tenfold lower noise 6.401
line width in ln tau 0.781; lower noise 0.592
line width as factor in tau 2.184; lower noise 1.808
spectrum noise: formula 0.6179 K, random trials 0.6135 K
sheet equals 2e+05 A of path; moved by 1e+06 A
dipole peak factor 0.4839
sheet at 4e+06 A: peak change 0.01182 K, law 0.01210 K
  summed signal/noise 17.44; law peak time 0.005333 s
sheet at 1.6e+07 A: peak change 0.00301 K, law 0.00302 K
  summed signal/noise 4.17; law peak time 0.08533 s
stack: 8 layers of 4e+05 A, capacities 1.5 and 0.5 of c
stack at 4e+06 A: largest change 4.928e-03 K, summed signal/noise 4.6981
stack at 1.6e+07 A: largest change 7.472e-05 K, summed signal/noise 0.0676
Gaussian blur, standard deviation in ln tau 0.3318
bump at 4e+06 A: width 1.487e+06 A, predicted 1.53e+06 A
  width converted 0.149 mm; height/background 0.1207
bump at 1.6e+07 A: width 6.214e+06 A, predicted 6.119e+06 A
  width converted 0.621 mm; height/background 0.0291
depth ratio 4.00; width ratio 4.179; inverse height ratio 4.153
\end{verbatim}
